# Height Fringe Period of an Interference Microscope with Cone Illumination

## Result and meaning of the symbols

A flat mirror is at height $h$ above the focal plane of a two-beam interference microscope. The light is scalar and monochromatic, with wavelength $\lambda$ in the surrounding medium. It arrives with equal weight per unit solid angle from all directions within a cone of half-angle $\theta<90^\circ$. The height period of the fringes is then

$$
P=\frac{\lambda}{1+\cos\theta}.
$$

Here "period" means the change of height that advances the phase of the fringe carrier by $2\pi$. This is twice the distance between neighbouring zeros of the carrier. The spacing of the intensity maxima differs from it, slightly for a moderate cone and strongly for a very wide one, because the fringe contrast also depends on height.

I write $k=2\pi/\lambda$ and $c=\cos\theta$. The two arms are balanced at $h=0$, and the objective collects all the specularly reflected light.

## A single direction: normal incidence

Let $z$ point upward from the focal plane, and let the time factor be $e^{-i\omega t}$. A wave travelling down to the mirror is $e^{-ikz}$; the reflected wave is $Ae^{ikz}$. For an ideal mirror the total field vanishes at $z=h$:

$$
e^{-ikh}+Ae^{ikh}=0,
\qquad
A=-e^{-2ikh}.
$$

The minus sign is the reflection coefficient. The exponential says that raising the mirror by $h$ shortens the round trip by $2h$.

Let the reference wave have amplitude $-e^{i\phi}$, where $\phi$ is an adjustable phase. In units of the intensity of one arm, the detected intensity is

$$
\begin{aligned}
I&=\left|-e^{-2ikh}-e^{i\phi}\right|^2\\
&=1+1+2\,\mathrm{Re}\left(e^{-2ikh}e^{-i\phi}\right)\\
&=2+2\cos(2kh+\phi).
\end{aligned}
$$

The phase advances by $2\pi$ when $2kh$ does, so the period is $2\pi/(2k)=\lambda/2$. This is the value that the cone result must approach as $\theta\to0$.

## Tilting the direction

Now let the wave arrive at angle $\alpha$ to the normal. Its wave vector has a lateral part $k_x=k\sin\alpha$ and a vertical part $k_z=k\cos\alpha$. The mirror is flat, so $k_x$ is unchanged by reflection and the field is

$$
E=e^{i(k_xx-k_zz)}+Ae^{i(k_xx+k_zz)}.
$$

At $z=h$ the common factor $e^{ik_xx}$ cancels from the condition $E=0$, leaving

$$
A=-e^{-2ik_zh}=-e^{-2ikh\cos\alpha}.
$$

The reference wave of the same direction has the same lateral factor, which therefore drops out of the interference. The intensity is $2+2\cos(2kh\cos\alpha+\phi)$, and the period for this one direction is $\lambda/(2\cos\alpha)$. Oblique light has a longer period than normal light.

Geometry explains why the cosine multiplies $h$, although the slanted path through a layer of thickness $h$ is longer than $h$. The path down and back is $2h/\cos\alpha$. The ray also emerges displaced sideways by $2h\tan\alpha$, and the wavefront of the comparison ray has to travel $2h\tan\alpha\sin\alpha$ to meet it. The difference is

$$
\frac{2h}{\cos\alpha}-2h\frac{\sin^2\alpha}{\cos\alpha}
=\frac{2h(1-\sin^2\alpha)}{\cos\alpha}
=2h\cos\alpha.
$$

At $\alpha=0$ this returns the round trip $2h$.

## Two directions already show the answer

Suppose that half the light arrives along the axis and half at the edge of the cone. The source is spatially incoherent: waves from different source points have no fixed relative phase. Each direction interferes with its own reference wave, and the resulting intensities add. With $\phi=0$ the normalized interference term is

$$
\frac{\cos(2kh)+\cos(2khc)}{2}
=\cos[kh(1+c)]\cos[kh(1-c)].
$$

This follows from $\cos a+\cos b=2\cos[(a+b)/2]\cos[(a-b)/2]$. The first factor varies quickly and has period $2\pi/[k(1+c)]=\lambda/(1+c)$. The second varies slowly and describes the loss of contrast as the two fringe systems drift apart.

A filled cone gives the same carrier if its directions can be grouped into equally weighted pairs whose cosines add to $1+c$. Uniform weight in solid angle has this property, as the next step shows.

## The filled cone

Let $u=\cos\alpha$. With azimuth $\varphi$, the solid-angle element is

$$
d\Omega=\sin\alpha\,d\alpha\,d\varphi .
$$

Integration over azimuth gives $2\pi\sin\alpha\,d\alpha$. Since $du=-\sin\alpha\,d\alpha$, this is $2\pi|du|$. Equal weight per solid angle therefore means equal weight per interval of $u$, between $u=c$ and $u=1$. The total solid angle is $2\pi(1-c)$, so the normalized average of any function is

$$
\langle f\rangle=\frac{1}{1-c}\int_c^1 f(u)\,du.
$$

The weight here is that of the light as detected. Any loss in the optics that depends on angle would have to be included in it.

The height dependence is contained in the average of $e^{-2ikhu}$:

$$
\begin{aligned}
\langle e^{-2ikhu}\rangle
&=\frac{1}{1-c}\left[\frac{e^{-2ikhu}}{-2ikh}\right]_c^1\\
&=\frac{e^{-2ikhc}-e^{-2ikh}}{2ikh(1-c)}.
\end{aligned}
$$

I take out the factor whose exponent is the mean of the two exponents, $e^{-ikh(1+c)}$. The remaining exponents are

$$
-2ikhc+ikh(1+c)=ikh(1-c),
$$

$$
-2ikh+ikh(1+c)=-ikh(1-c).
$$

The difference of these two exponentials is $2i\sin[kh(1-c)]$, and hence

$$
\langle e^{-2ikhu}\rangle=e^{-iKh}S(h),
$$

$$
K=k(1+c),\qquad
S(h)=\frac{\sin[kh(1-c)]}{kh(1-c)}.
$$

At $h=0$ the limit is $S=1$. Multiplying by $e^{-i\phi}$ and taking twice the real part gives the interference term. With the constant 2 from the two arms, the intensity is

$$
I(h)=2+2S(h)\cos(Kh+\phi).
$$

The carrier phase advances by $2\pi$ over

$$
P=\frac{2\pi}{K}=\frac{2\pi}{(2\pi/\lambda)(1+c)}
=\frac{\lambda}{1+\cos\theta}.
$$

The mean cosine $(1+c)/2$ sets the period, and the spread of cosines sets the envelope $S$.

The reference phase $\phi$ was taken to be the same for all directions. If instead the reference mirror moves by $d$, the phase in each direction becomes $2ku(h-d)$, and $h$ is replaced by $h-d$ throughout. A quarter of a fringe then needs a movement of $P/4$, not $\lambda/8$.

## Testing the two ends of the aperture range

For a narrow cone, let $s=\sin\theta$. Then $c=\sqrt{1-s^2}=1-s^2/2-s^4/8+\cdots$, and

$$
\begin{aligned}
P&=\frac{\lambda}{2}\,\frac{1}{1-s^2/4-s^4/16-\cdots}\\
&=\frac{\lambda}{2}\left(1+\frac{s^2}{4}+\frac{s^4}{8}+\cdots\right).
\end{aligned}
$$

The fourth-order term has two equal parts: $s^4/16$ from the first power of the denominator's correction and $(s^2/4)^2=s^4/16$ from its square. At $s=0$ the normal-incidence period returns. At $s=0.05$, the quantity $(2P/\lambda-1)/s^2$ should be $1/4+s^2/8=0.25031$. The value obtained from the phase of a numerical sum over directions is also 0.25031.

For a wide cone, the period lengthens towards $\lambda$, but fewer fringes fit under the envelope. The first zero of $S$ is at $kh(1-c)=\pi$, or

$$
h_0=\frac{\lambda}{2(1-c)},\qquad
\frac{h_0}{P}=\frac{1+c}{2(1-c)}.
$$

One full period fits between focus and $h_0$ if $1+c>2(1-c)$, that is $c>1/3$ or $\theta<70.5^\circ$. In the limit $c\to0$, with $\phi=0$, the interference term becomes

$$
\frac{\sin(kh)}{kh}\cos(kh)=\frac{\sin(2kh)}{2kh}.
$$

Carrier and envelope now vary equally fast. The formula for $K$ remains correct, but the signal no longer looks like a fringe pattern with a slowly varying contrast.

Between these ends, the period can be measured without using the integral. For $\lambda=550$ nm and $\phi=0.7$ rad, I summed the two-beam intensities over directions and located the zeros of $I-2$ near focus. Twice their spacing was 275.69 nm at $s=0.10$, 299.70 nm at $s=0.55$ and 383.04 nm at $s=0.90$. The formula gives the same values to these digits.

## What "near focus" does and does not restrict

Inside the central lobe, $|h|<h_0$, the envelope is positive. The phase of the averaged signal is then $-Kh$, strictly linear in height within this model. The result is therefore not confined to an infinitesimal range about focus. At $h_0$ the contrast vanishes and $S$ changes sign, as it does again at every further multiple of $h_0$. Each time the measured phase jumps by $\pi$. A phase record followed through the first of these points without allowing for the jump would be wrong by half a fringe.

The maxima need separate treatment. For $\phi=0$, they satisfy

$$
\frac{d}{dh}[S\cos(Kh)]=0
\quad\Longrightarrow\quad
\tan(Kh)=\frac{S'}{KS}.
$$

Let $\kappa=k(1-c)$. For small $\kappa h$, $S\simeq1-\kappa^2h^2/6$, so $S'/S\simeq-\kappa^2h/3$. Near the first side maximum put $h=P+\delta$. Since $KP=2\pi$, the tangent is approximately $K\delta$, and

$$
\delta\simeq-\frac{\kappa^2P}{3K^2}
=-\frac P3\left(\frac{1-c}{1+c}\right)^2.
$$

The falling envelope pulls the maximum towards focus. At $\lambda=550$ nm and $s=0.55$ the estimate is $-0.81$ nm; a direct search for the maximum gives $-0.82$ nm.

Fitting a cosine to the curvature of the central maximum gives yet another length. For small $h$,

$$
\langle\cos(2khu)\rangle\simeq1-2k^2h^2\langle u^2\rangle,
$$

whereas a cosine of period $Q$ begins as $1-\frac12(2\pi/Q)^2h^2$. Equating the quadratic terms gives $Q=\lambda/(2\sqrt{\langle u^2\rangle})$. The required average is

$$
\langle u^2\rangle=\frac{1-c^3}{3(1-c)}=\frac{1+c+c^2}{3}.
$$

For the same numbers $Q=299.30$ nm, against $P=299.70$ nm. The curvature mixes the carrier with the envelope, while the phase separates them.

## A 100 nm step

Consider a step of 100 nm between two wide, aluminium-coated terraces. The lower terrace is at focus. The light has $\lambda=550$ nm, and the numerical aperture is 0.55. With the index of air first taken as 1, this aperture is $\sin\theta$, so

$$
c=\sqrt{1-0.55^2}=0.835165,\qquad \theta=33.37^\circ,
$$

$$
P=\frac{550\ \mathrm{nm}}{1.835165}=299.70\ \mathrm{nm}.
$$

The normal-incidence period is 275 nm, so the aperture lengthens the fringe by 9.0 % relative to that value. The central lobe ends at $h_0=1668$ nm, well beyond the step.

To read the phase $\psi=Kh$, take four intensities with $\phi=0$, $90^\circ$, $180^\circ$ and $270^\circ$. From $I=2+2S\cos(\psi+\phi)$,

$$
I_0-I_{180}=4S\cos\psi,\qquad
I_{270}-I_{90}=4S\sin\psi.
$$

The sum over directions gives $I_0=1.00230$, $I_{90}=0.28025$, $I_{180}=2.99770$ and $I_{270}=3.71975$. The two differences are therefore $-1.99540$ and $3.43950$. The cosine is negative and the sine positive, which places $\psi$ in the second quadrant:

$$
\psi=\pi-\arctan\frac{3.43950}{1.99540}=2.0965\ \mathrm{rad}.
$$

The height follows from the fraction of a fringe:

$$
h=\frac{\psi}{2\pi}P=0.33367\times299.70\ \mathrm{nm}=100.0\ \mathrm{nm}.
$$

Using $\lambda/2$ instead gives $0.33367\times275=91.8$ nm, which is 8.2 % below the true height. For a phase shift $\phi$ common to all directions, the envelope does not disturb the phase reading, because $S$ multiplies both differences and cancels from their ratio. Its value at the step is 0.994. If the phase is stepped by moving the reference mirror instead, $S$ changes from frame to frame and the cancellation is only approximate: movements $d$ of 0, $P/4$, $P/2$ and $3P/4$ would give a reading of 100.02 nm here, and the same movements in the opposite direction 100.39 nm.

The ratio of the two differences and their signs fix $\psi$ only up to a multiple of $2\pi$. Taken alone, this phase can distinguish steps only within a range of one period, for example from $-P/2$ to $P/2$, about $\pm150$ nm here. The contrast also depends on height, but weakly near focus: $S$ is 0.994 at 100 nm and 0.908 one period higher.

## Changing the distribution of light

For another real, positive weight, let $\bar u=\langle u\rangle$ be its mean cosine and $v=u-\bar u$. Then

$$
\begin{aligned}
\langle e^{-2ikhu}\rangle
&=e^{-2ikh\bar u}\Big[1-2k^2h^2\langle v^2\rangle\\
&\qquad+\tfrac{4i}{3}k^3h^3\langle v^3\rangle+\cdots\Big].
\end{aligned}
$$

The linear term is absent because $\langle v\rangle=0$. The first correction to the phase is cubic in $h$, so the period at focus is $P_{\rm focus}=\lambda/(2\bar u)$. For the uniform cone, $v$ is distributed symmetrically about zero and its odd moments vanish. That is why its phase stays linear across the central lobe; for an asymmetric distribution, "near focus" is a real restriction.

An important second case is a uniformly filled pupil in an objective that obeys the sine condition. A ray at angle $\alpha$ crosses the pupil at radius $f\sin\alpha$, where $f$ is the focal length. The pupil area element is

$$
f^2\sin\alpha\cos\alpha\,d\alpha\,d\varphi=f^2\cos\alpha\,d\Omega.
$$

The weight per solid angle is now proportional to $u$, not constant, and

$$
\bar u=\frac{\int_c^1u^2du}{\int_c^1u\,du}
=\frac{(1-c^3)/3}{(1-c^2)/2}
=\frac{2(1+c+c^2)}{3(1+c)}.
$$

For the example, $\bar u=0.92005$ and the period at focus is 298.90 nm. The extra weight near the axis shortens the period slightly. If the step phase from this pupil is converted with the uniform-cone value of $P$, the reading is 100.27 nm.

A central obscuration acts in the opposite direction. Let it block angles below $\alpha_0$, with the remaining ring uniform in solid angle. The cosines then run from $c$ to $\cos\alpha_0$, and the period is $\lambda/(\cos\alpha_0+c)$. If the obscuration covers 0.30 of the pupil radius, $\sin\alpha_0=0.30\times0.55=0.165$ and the period is 301.96 nm. Converting with the unobscured $P$ would give 99.25 nm for the step.

## The model beside a real instrument

The example's values are chosen for illustration and are not data for a particular instrument. The assumption most open to question is the uniform cone, since the illuminator and any central obscuration shape the actual distribution. The two alternatives above move the reading by $+0.3$ and $-0.7$ nm. Both keep the full outer aperture. Illumination that under-fills the pupil matters more: a uniform cone reaching only 90 % of the pupil radius moves the reading by $+1.8$ nm, and one reaching 70 % by $+4.8$ nm. An aperture entered as 0.56 instead of 0.55 moves it by $+0.4$ nm. These are separate changes, with the other settings held fixed. For sub-nanometre work the effective period is therefore better calibrated on a known step of similar height, under the same illumination and at the same focus setting, than calculated from the nominal aperture.

Three further effects were computed, and each is smaller for this step: reflection from aluminium, a finite bandwidth and the index of air. For aluminium I used a rough complex refractive index of $1.0+6.6i$ and averaged the Fresnel reflection over both polarizations. The reading changes by about 0.002 nm with aluminium in both arms, and by about 0.003 nm with an ideal reference mirror. The last digit depends on the film: indices between $0.79+5.85i$ and $1.2+7.0i$, and a 4 nm oxide layer of index 1.66, give 0.001 to 0.002 nm and 0.003 to 0.005 nm respectively. This small change relies on both terraces having the same coating. If the upper terrace adds a reflection phase $\eta$ relative to the lower one, and this phase is the same for all directions, the averaged signal has phase $-Kh+\eta$, and the apparent height changes by $-\eta P/(2\pi)$.

A detected spectrum that is Gaussian in wavelength, centred at 550 nm, with a full width of 20 nm at half maximum, changes the reading by $+0.02$ nm. Its standard deviation is $\sigma=8.5$ nm, and the mean of $1/\lambda$ exceeds $1/(550\ \mathrm{nm})$ by the fraction $(\sigma/550\ \mathrm{nm})^2\simeq2.4\times10^{-4}$, which accounts for the shift. The shift therefore depends on how the centre is defined: a spectrum Gaussian in frequency about the same centre, or the same power spectrum weighted by photon number, changes the reading by less than 0.001 nm. If 550 nm is the vacuum wavelength and air has an index of about 1.00027, the shift is $+0.03$ nm.

The flat-mirror calculation does not describe the edge of the step. The lateral resolution length $0.61\lambda/\mathrm{NA}$, where NA is the numerical aperture, is 610 nm here. The terraces must be much wider than this, and the phase must be read away from the edge. The influence of the edge falls off only as the inverse of the distance. For a thin scalar phase step, with both terraces read at the same distance from the edge, the step appears too low by about 0.9 nm at five resolution lengths, 0.45 nm at ten and 0.23 nm at twenty.

## Calculated quantities

```
Wavelength: 550.0 nm
Numerical aperture: 0.55 (dimensionless)
Half-angle theta: 33.367 degrees
cos(theta): 0.835165 (dimensionless)
Fringe period P: 299.701 nm
Normal-incidence period: 275.000 nm
Period ratio: 1.08982 (dimensionless)
NA 0.10: period from zeros 275.6910 nm, formula 275.6910 nm
NA 0.30: period from zeros 281.4827 nm, formula 281.4827 nm
NA 0.55: period from zeros 299.7006 nm, formula 299.7006 nm
NA 0.70: period from zeros 320.8601 nm, formula 320.8601 nm
NA 0.90: period from zeros 383.0377 nm, formula 383.0377 nm
Small-aperture coefficient at NA 0.05: 0.25031 (dimensionless)
Central-lobe edge: 1668.33 nm
First side maximum: 298.879 nm
Side-maximum displacement from P: -0.821 nm
Estimated displacement: -0.806 nm
Period inferred from central curvature: 299.304 nm
True step height: 100.000 nm
Intensity at reference phase 0 degrees: 1.00230 (one-arm intensity = 1)
Intensity at reference phase 90 degrees: 0.28025 (one-arm intensity = 1)
Intensity at reference phase 180 degrees: 2.99770 (one-arm intensity = 1)
Intensity at reference phase 270 degrees: 3.71975 (one-arm intensity = 1)
Recovered phase: 2.09649 rad
Height read with P: 100.000 nm
Height read with half wavelength: 91.758 nm
Error with half wavelength: -8.242 nm
Contrast at step height: 0.99410 (dimensionless)
Contrast at one period: 0.94776 (dimensionless)
Uniform sine-condition pupil period: 298.897 nm
Step read, uniform sine-condition pupil: 100.270 nm
Obscured pupil-radius fraction: 0.30 (dimensionless)
Period with central obscuration: 301.956 nm
Step read with central obscuration: 99.253 nm
Rough aluminium index: 1.0 + 6.6i (dimensionless)
Step read, aluminium in both arms: 100.002 nm
Step read, aluminium and ideal reference: 100.003 nm
Spectral full width at half maximum: 20.0 nm
Step read with finite bandwidth: 100.024 nm
Contrast at step with bandwidth: 0.99357 (dimensionless)
Rough air index: 1.00027 (dimensionless)
Step read if wavelength is the vacuum value: 100.032 nm
Aperture calibration error: 0.01 (dimensionless)
Step read with this aperture error: 100.365 nm
Lateral resolution length: 610.0 nm
```
